\section*{Damped linear response and the Lorentzian-broadened stick spectrum}

\section{The problem}

A molecule is described by a finite electronic Hessian with real symmetric blocks $A$ and $B$, and by a real dipole vector $g$ for one direction of the field. In Hartree atomic units, used throughout, its damped linear response is defined by
\begin{equation}
(E-zS)N=V,\qquad \alpha(z)=V^{T}N,\qquad z=\omega+i\gamma, \label{eq:resp}
\end{equation}
\begin{equation}
E=\begin{pmatrix}A&B\\B&A\end{pmatrix},\quad
S=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
V=\begin{pmatrix}g\\g\end{pmatrix},\quad
N=\begin{pmatrix}X\\Y\end{pmatrix}.
\end{equation}
The time factor is $e^{-i\omega t}$, the constant $\gamma>0$ is the same at all frequencies, and any spin factors are contained in $g$. Both $A+B$ and $A-B$ are positive definite.

(a) Which stick spectrum, convolved with a Lorentzian, reproduces the damped response, and what does this imply for the absorption cross-section?

(b) Take $A=\varepsilon+K$ and $B=K$ with
\begin{equation}
\varepsilon=\begin{pmatrix}0.20&0\\0&0.45\end{pmatrix},\quad
K=\begin{pmatrix}0.165&0.08\\0.08&0.035\end{pmatrix},\quad
g=\begin{pmatrix}1\\0.5\end{pmatrix}.
\end{equation}
This is the form taken by adiabatic density-functional response with a local kernel and real orbitals; the numbers are model parameters. Write the response equation as a real linear system, solve it at $\omega=0.32$, $\gamma=0.02$, and find the cross-section.

\section{A tempting solution}

The cross-section follows from the absorbed power. A field $F\cos\omega t$ induces the dipole $\mathrm{Re}(\alpha Fe^{-i\omega t})$. The mean of field times rate of change of dipole is $\tfrac12\omega F^2\,\mathrm{Im}\,\alpha$. Division by the intensity $cF^2/8\pi$ gives
\begin{equation}
\sigma(\omega)=\frac{4\pi\omega}{c}\,\mathrm{Im}\,\alpha . \label{eq:sigma}
\end{equation}
Without damping, $\mathrm{Im}\,\alpha=\pi\sum_n\mu_n^2\,\delta(\omega-\omega_n)$ for $\omega>0$, where $\omega_n$ are the excitation energies and $\mu_n$ the transition dipoles. With the oscillator strengths $f_n=2\omega_n\mu_n^2$ for this field direction,
\begin{equation}
\sigma=\frac{4\pi^2}{c}\sum_n\omega\,\mu_n^2\,\delta(\omega-\omega_n)
=\frac{2\pi^2}{c}\sum_n f_n\,\delta(\omega-\omega_n). \label{eq:undamped}
\end{equation}
Damping turns each delta function into a Lorentzian
\begin{equation}
L_\gamma(x)=\frac{1}{\pi}\frac{\gamma}{x^2+\gamma^2},
\end{equation}
so the attempt concludes that
\begin{equation}
\sigma_{\rm try}(\omega)=\frac{2\pi^2}{c}\sum_n f_n L_\gamma(\omega-\omega_n). \label{eq:try}
\end{equation}

The sticks come from the symmetric matrix $M(A+B)M$ with $M=(A-B)^{1/2}$. Its eigenvalues are $\omega_n^2$, and its normalized eigenvectors $t_n$ give $f_n=2(g^TMt_n)^2$. These two relations are correct and are derived below. Here $A-B=\varepsilon$ and $A+B=\varepsilon+2K$, so
\begin{equation}
M(A+B)M=\begin{pmatrix}0.20\cdot0.53&0.30\cdot0.16\\0.30\cdot0.16&0.45\cdot0.52\end{pmatrix}
=\begin{pmatrix}0.106&0.048\\0.048&0.234\end{pmatrix},
\end{equation}
where $0.30=\sqrt{0.20\cdot0.45}$. The trace is $0.34$ and the determinant $0.0225$, hence
\begin{equation}
\omega_n^2=0.17\mp\sqrt{0.17^2-0.0225}=0.17\mp0.08,
\end{equation}
which gives $\omega_1=0.30$ and $\omega_2=0.50$. The eigenvectors are $t_1=(3,-1)/\sqrt{10}$ and $t_2=(1,3)/\sqrt{10}$. Since $Mg=\sqrt{0.05}\,(2,1.5)$,
\begin{equation}
f_1=\frac{0.1\,(6-1.5)^2}{10}=0.2025,\qquad
f_2=\frac{0.1\,(2+4.5)^2}{10}=0.4225,
\end{equation}
and $\mu_n^2=f_n/2\omega_n$ gives $\mu_1^2=0.3375$ and $\mu_2^2=0.4225$. At $\omega=0.32$,
\begin{equation}
\frac{\pi}{2}\sum_n f_nL_\gamma(\omega-\omega_n)
=\frac{0.10125\cdot0.02}{0.0008}+\frac{0.21125\cdot0.02}{0.0328}=2.660 .
\end{equation}
Multiplied by $4\pi/c=0.0917$, this is $\sigma_{\rm try}=0.244\,a_0^2$.

\section{Where it fails}

Set $\omega=0$. A static field does no work on a steady dipole, and Eq.~\eqref{eq:sigma} gives zero because of its factor $\omega$. Equation~\eqref{eq:try} gives a positive number, since each Lorentzian has a tail there. The two expressions are therefore different functions.

The fault is the order of operations. In Eq.~\eqref{eq:undamped} the replacement $\omega\,\delta(\omega-\omega_n)=\omega_n\,\delta(\omega-\omega_n)$ is valid, because a delta function has support at one point. After broadening it would require $\omega L_\gamma(\omega-\omega_n)=\omega_nL_\gamma(\omega-\omega_n)$, which is false for $\omega\ne\omega_n$. There is a second omission. The restriction to $\omega>0$ removed whatever sticks lie at negative frequency, but a Lorentzian centred there has a tail at positive frequency. Both points are settled by deriving $\alpha(z)$ at complex $z$ first and taking its imaginary part afterwards.

\section{The response at complex frequency}

The two block rows of Eq.~\eqref{eq:resp} are
\begin{align}
AX+BY-zX&=g,\\
BX+AY+zY&=g.
\end{align}
Let $p=X+Y$ and $q=X-Y$. The sum and the difference of the rows are
\begin{equation}
(A+B)p-zq=2g,\qquad (A-B)q-zp=0. \label{eq:pq}
\end{equation}
The second gives $q=z(A-B)^{-1}p$, and the first becomes
\begin{equation}
\left[(A+B)-z^2(A-B)^{-1}\right]p=2g,\qquad \alpha=g^T(X+Y)=g^Tp. \label{eq:reduced}
\end{equation}
Put $p=Mu$ and multiply from the left by $M$. Because $M(A-B)^{-1}M=1$,
\begin{equation}
\left[M(A+B)M-z^2\right]u=2Mg. \label{eq:u}
\end{equation}
The matrix $M(A+B)M$ is symmetric and positive definite, so it has orthonormal eigenvectors $t_n$ and eigenvalues $\omega_n^2>0$. Expanding $u$ in the $t_n$ and using $\alpha=g^TMu$,
\begin{equation}
\alpha(z)=\sum_n\frac{2(g^TMt_n)^2}{\omega_n^2-z^2}=\sum_n\frac{f_n}{\omega_n^2-z^2}. \label{eq:sos}
\end{equation}
With $f_n=2\omega_n\mu_n^2$ and $2\omega_n/(\omega_n^2-z^2)=1/(\omega_n-z)+1/(\omega_n+z)$,
\begin{equation}
\alpha(z)=\sum_n\mu_n^2\left[\frac{1}{\omega_n-z}+\frac{1}{\omega_n+z}\right]. \label{eq:poles}
\end{equation}
Now insert $z=\omega+i\gamma$ and make the denominators real:
\begin{align}
\mathrm{Im}\,\frac{1}{\omega_n-\omega-i\gamma}&=\frac{\gamma}{(\omega-\omega_n)^2+\gamma^2}=\pi L_\gamma(\omega-\omega_n),\\
\mathrm{Im}\,\frac{1}{\omega_n+\omega+i\gamma}&=-\frac{\gamma}{(\omega+\omega_n)^2+\gamma^2}=-\pi L_\gamma(\omega+\omega_n).
\end{align}
The damped response is therefore the convolution
\begin{equation}
\mathrm{Im}\,\alpha(\omega+i\gamma)=\pi\int_{-\infty}^{\infty}L_\gamma(\omega-\omega')\,s(\omega')\,d\omega', \label{eq:conv}
\end{equation}
\begin{equation}
s(\omega')=\sum_n\mu_n^2\left[\delta(\omega'-\omega_n)-\delta(\omega'+\omega_n)\right].
\end{equation}
The stick heights are squared transition dipoles, not oscillator strengths, and each stick has a negative partner at $-\omega_n$. The partners make $\mathrm{Im}\,\alpha$ odd in $\omega$, so it vanishes at $\omega=0$. The full width at half maximum of the kernel is $2\gamma$.

\subsection{Why a complex frequency means damping}

Consider the signal $\chi(t)=2\sum_n\mu_n^2\sin\omega_nt$ for $t>0$. For $\gamma>0$ the exponentials vanish at the upper limit, and
\begin{equation}
\int_0^\infty 2\sin(\omega_nt)\,e^{izt}dt
=\frac1i\left[\frac{i}{z+\omega_n}-\frac{i}{z-\omega_n}\right]
=\frac{1}{\omega_n+z}+\frac{1}{\omega_n-z}.
\end{equation}
Comparison with Eq.~\eqref{eq:poles} gives
\begin{equation}
\alpha(\omega+i\gamma)=\int_0^\infty\chi(t)\,e^{-\gamma t}e^{i\omega t}dt .
\end{equation}
So $\chi$ is the dipole response to a unit kick, and $\gamma$ makes its amplitude decay as $e^{-\gamma t}$. Multiplication by a decaying factor in time is convolution in frequency. The decay rate is an input, common to all states; it is not a lifetime computed from the Hessian.

Broadening can also be applied in stages. For $\gamma_1,\gamma_2>0$,
\begin{equation}
\int_{-\infty}^{\infty}L_{\gamma_2}(\omega-\omega')\,\alpha(\omega'+i\gamma_1)\,d\omega'=\alpha\bigl(\omega+i(\gamma_1+\gamma_2)\bigr). \label{eq:semi}
\end{equation}
To see this, close the contour in the upper half of the $\omega'$ plane. There $\alpha(\omega'+i\gamma_1)$ has no poles, and the integrand falls off as $|\omega'|^{-4}$, so the arc contributes nothing. The one enclosed pole is that of $L_{\gamma_2}$ at $\omega'=\omega+i\gamma_2$, where the residue of $L_{\gamma_2}$ is $(\gamma_2/\pi)/(2i\gamma_2)=1/2\pi i$. Multiplication by $2\pi i$ leaves $\alpha$ evaluated at the pole. Equation~\eqref{eq:semi} holds for the real part as well as the imaginary part. Numerical convolution of the model response with widths $0.005$ and $0.015$ reproduces the direct solution at $\gamma=0.02$.

\subsection{What broadened oscillator strengths represent}

Equations \eqref{eq:sigma} and \eqref{eq:conv} give the cross-section of the damped response,
\begin{equation}
\sigma=\frac{4\pi^2\omega}{c}\sum_n\mu_n^2\left[L_\gamma(\omega-\omega_n)-L_\gamma(\omega+\omega_n)\right]. \label{eq:sigmaright}
\end{equation}
The factor $\omega$ stands outside the convolution. To find the quantity that has $\omega_n$ inside, multiply Eq.~\eqref{eq:poles} by $z$ and use
\begin{equation}
\frac{z}{\omega_n-z}=-1+\frac{\omega_n}{\omega_n-z},\qquad
\frac{z}{\omega_n+z}=1-\frac{\omega_n}{\omega_n+z}.
\end{equation}
The constants cancel. Since $\omega_n\mu_n^2=f_n/2$, the imaginary part is
\begin{equation}
\mathrm{Im}[z\alpha(z)]=\frac{\pi}{2}\sum_nf_n\left[L_\gamma(\omega-\omega_n)+L_\gamma(\omega+\omega_n)\right]. \label{eq:zalpha}
\end{equation}
The negative-frequency sticks now enter with a plus sign, because both $\omega'$ and $s(\omega')$ change sign. On the other hand, $\mathrm{Im}[(\omega+i\gamma)\alpha]=\omega\,\mathrm{Im}\,\alpha+\gamma\,\mathrm{Re}\,\alpha$. Broadened oscillator strengths, with their negative-frequency partners included as in Eq.~\eqref{eq:zalpha}, thus differ from $\omega\,\mathrm{Im}\,\alpha$ by $\gamma\,\mathrm{Re}\,\alpha$.

The profiles $\omega\,\mathrm{Im}\,\alpha$ and $\mathrm{Im}[z\alpha]$ have the same total area. Over $\omega>0$ the two Lorentzians in Eq.~\eqref{eq:zalpha} together integrate to one, so the area of $\mathrm{Im}[z\alpha]$ is $(\pi/2)\sum_nf_n$. The area of the difference is $\gamma\int_0^\infty\mathrm{Re}\,\alpha\,d\omega$. By Eq.~\eqref{eq:sos}, $\alpha(-\omega+i\gamma)=\alpha(\omega+i\gamma)^*$, so $\mathrm{Re}\,\alpha$ is even and this is half its integral over the whole axis. That integral vanishes: $\alpha$ is analytic in the upper half-plane and falls off as $z^{-2}$. For the model both areas are $0.9817$. A correct integrated strength therefore does not distinguish these two profiles. The attempted profile, which lacks the partners, has over $\omega>0$ the area $\sum_n(f_n/2)\,[\pi/2+\arctan(\omega_n/\gamma)]=0.9666$, which is $1.5\%$ smaller, because the tails of its Lorentzians extend to negative frequency.

\section{The real linear system}

Let $N=N_R+iN_I$ and $P=E-\omega S$. Then $(P-i\gamma S)(N_R+iN_I)=V$ separates into
\begin{align}
PN_R+\gamma SN_I&=V,\\
PN_I-\gamma SN_R&=0.
\end{align}
Changing the sign of the second line gives a symmetric matrix:
\begin{equation}
\begin{pmatrix}P&\gamma S\\ \gamma S&-P\end{pmatrix}
\begin{pmatrix}N_R\\N_I\end{pmatrix}=\begin{pmatrix}V\\0\end{pmatrix}. \label{eq:real}
\end{equation}
Its trace is zero and it is not the zero matrix, so it has eigenvalues of both signs. A solver that requires a positive definite matrix, such as Cholesky factorization, cannot be used.

The system has a unique solution for every $\omega$ when $\gamma>0$. Suppose $V=0$ in Eq.~\eqref{eq:real}. Then $(E-zS)N=0$, and Eq.~\eqref{eq:u} with zero right-hand side requires $u=0$ unless $z^2=\omega_n^2$. That is impossible for $\gamma>0$: $z$ is not real, while $\pm\omega_n$ are. With $u=0$, $p$ and $q$ vanish, and so does $N$. At $\gamma=0$ and $\omega=\omega_n$ a nonzero solution exists and the matrix is singular.

\subsection{Solution for the model}

The blocks of $P$ follow from $A_{11}=0.365$, $A_{12}=0.08$, $A_{22}=0.485$ and $B=K$, so Eq.~\eqref{eq:real} is an $8\times8$ system. By hand it is shorter to solve the equivalent Eq.~\eqref{eq:reduced}, which is $2\times2$ and complex. First,
\begin{equation}
z^2=0.32^2-0.02^2+2i\cdot0.32\cdot0.02=0.1020+0.0128i .
\end{equation}
The matrix $Q=(A+B)-z^2\varepsilon^{-1}$ has the elements
\begin{align}
Q_{11}&=0.53-z^2/0.20=0.0200-0.0640i,\\
Q_{22}&=0.52-z^2/0.45=0.29333-0.02844i,\\
Q_{12}&=0.16,
\end{align}
and the determinant
\begin{equation}
D=Q_{11}Q_{22}-Q_{12}^2=-0.02155-0.01934i .
\end{equation}
Cramer's rule for $Qp=2g$ gives
\begin{align}
p_1&=\frac{2(Q_{22}-0.5\,Q_{12})}{D}=\frac{0.42667-0.05689i}{D}=-9.653+11.302i,\\
p_2&=\frac{2(0.5\,Q_{11}-Q_{12})}{D}=\frac{-0.300-0.064i}{D}=9.186-5.274i .
\end{align}
From $q=z\varepsilon^{-1}p$,
\begin{equation}
q_1=-16.575+17.118i,\qquad q_2=6.767-3.342i .
\end{equation}
Finally $X=(p+q)/2$ and $Y=(p-q)/2$ give the solution of the real system:
\begin{center}
\begin{tabular}{lrr}
component & $N_R$ & $N_I$\\
$X_1$ & $-13.1141$ & $14.2100$\\
$X_2$ & $7.9762$ & $-4.3081$\\
$Y_1$ & $3.4610$ & $-2.9080$\\
$Y_2$ & $1.2096$ & $-0.9659$
\end{tabular}
\end{center}
The first row of Eq.~\eqref{eq:real} can be checked directly. With $P_{11}=0.365-0.32=0.045$,
\begin{equation}
-0.5901+0.6381+0.5711+0.0968+0.2842=1.0001,
\end{equation}
which equals $g_1=1$ within rounding. The last term is $\gamma N_I$ for $X_1$.

The polarizability is
\begin{equation}
\alpha=p_1+0.5\,p_2=-5.060+8.665i .
\end{equation}
A second check uses the whole vector. Multiplying Eq.~\eqref{eq:resp} by $N^\dagger$ gives $N^\dagger EN-zN^\dagger SN=N^\dagger V=\alpha^*$, where $V$ is real. Both quadratic forms are real, so the imaginary part is
\begin{equation}
\mathrm{Im}\,\alpha=\gamma N^\dagger SN=\gamma\left(|X|^2-|Y|^2\right)=0.02\,(456.08-22.83)=8.665 .
\end{equation}

The stick spectrum must give the same number. The four terms of Eq.~\eqref{eq:conv}, with the sticks at $\omega_1,-\omega_1,\omega_2,-\omega_2$ in that order, are
\begin{equation}
\mathrm{Im}\,\alpha=8.4375-0.0175+0.2576-0.0126=8.665 .
\end{equation}
The cross-section at $\omega=0.32$ ($8.71$ eV) is therefore
\begin{equation}
\sigma=\frac{4\pi}{c}\cdot0.32\cdot8.665=0.0917\cdot2.773=0.254\,a_0^2=0.0712\ \text{\AA}^2 .
\end{equation}
The attempted value, $0.244\,a_0^2$, is $4\%$ below this. Almost all of the error comes from using $\omega_n$ in place of $\omega$. Correcting that alone changes $2.660$ to $0.32\,(8.4375+0.2576)=2.782$, and the negative sticks then remove $0.32\cdot0.0301=0.010$. Adding negative-frequency partners to the oscillator strengths, as in Eq.~\eqref{eq:zalpha}, does not repair the attempt: it gives $0.245\,a_0^2$.

\section{When the distinction matters}

The two profiles compare as follows for the model:
\begin{center}
\begin{tabular}{ccc}
$\omega$ & $\omega\,\mathrm{Im}\,\alpha$ & $\mathrm{Im}[z\alpha]$\\
0.00 & 0.000 & 0.079\\
0.10 & 0.015 & 0.101\\
0.20 & 0.140 & 0.258\\
0.30 & 5.116 & 5.179\\
0.50 & 10.637 & 10.620
\end{tabular}
\end{center}
At the two resonances the difference is about $1\%$ and $0.2\%$ of $\omega\,\mathrm{Im}\,\alpha$. Well below the first resonance, several widths $\gamma$ away from it, the broadened oscillator strengths are much larger than the profile of the damped response: $\mathrm{Im}[z\alpha]$ is about $1.8$ times $\omega\,\mathrm{Im}\,\alpha$ at $\omega=0.20$ and about $6.5$ times at $\omega=0.10$. Without the negative-frequency partners, as in Eq.~\eqref{eq:try}, the factors are about $1.7$ and $5.0$.

In the wings both profiles are produced by the input $\gamma$ and vanish with it, so neither predicts the off-resonant absorption of a real molecule; the comparison only shows that they are different quantities. The profile $\omega\,\mathrm{Im}\,\alpha$ measures the work done by the field. The real part of $N^\dagger EN-zN^\dagger SN=\alpha^*$ gives $\mathrm{Im}[z\alpha]=\gamma N^\dagger EN$, which measures the rate at which the damping removes field-free energy. A smaller $\gamma$ does not remove the relative difference in the wings. At fixed $\omega>0$ away from every $\omega_n$, $\mathrm{Im}\,\alpha$ is proportional to $\gamma$ at leading order while $\mathrm{Re}\,\alpha$ tends to a constant. Both $\omega\,\mathrm{Im}\,\alpha$ and $\gamma\,\mathrm{Re}\,\alpha$ then shrink in proportion to $\gamma$, and the ratio $\gamma\,\mathrm{Re}\,\alpha/(\omega\,\mathrm{Im}\,\alpha)$ tends to a limit that depends on $\omega$. For the model the limit is about $0.84$ at $\omega=0.20$ and $5.5$ at $\omega=0.10$, and it grows without bound as $\omega\to0$, where $\omega\,\mathrm{Im}\,\alpha$ vanishes. At an isolated resonance $\mathrm{Im}\,\alpha$ instead grows as $\mu_n^2/\gamma$ and $\mathrm{Re}\,\alpha$ stays finite, so the relative difference falls as $\gamma^2$.

The convolution theorem rests on the stated assumptions. If $A-B$ is positive definite but $A+B$ has a negative eigenvalue, some $\omega_n^2$ is negative. The corresponding poles are then imaginary, and there is no real stick to broaden. If $A$ or $B$ depends on frequency, the expansion with fixed $t_n$ and $\omega_n$ no longer applies. If $\gamma$ varies with $\omega$, Eq.~\eqref{eq:poles} still holds at each point, but the kernel changes from point to point and the result is not a convolution with one Lorentzian.

For a continuum represented by a finite basis, $\gamma$ also has to hide the artificial discreteness. Take equal sticks with spacing $\Delta$ and unit mean density. The broadened sum $\Delta\sum_jL_\gamma(\omega-j\Delta)$ has period $\Delta$, and its Fourier coefficients are those of a single Lorentzian, $e^{-2\pi|k|\gamma/\Delta}$. The leading ripple about the mean is thus $2e^{-2\pi\gamma/\Delta}\cos(2\pi\omega/\Delta)$. A width comparable to the level spacing suppresses it, at the price of blurring real structure narrower than $2\gamma$.

The numerical check tests the response, convolution and area formulas on this model, and the response and convolution formulas also on a random stable Hessian with five excitations.

\section*{Values computed for the example and the checks}
\begin{verbatim}
orbital energy differences (Eh): [0.2  0.45]
coupling K11, K12, K22 (Eh): 0.165 0.08 0.035
A11, A12, A22 (Eh): 0.365 0.080 0.485
dipole vector g (e a0): [1.  0.5]
omega = 0.32 Eh = 8.7076 eV
gamma = 0.02 Eh = 0.5442 eV
state 1: w = 0.300000 Eh = 8.1634 eV, f = 0.202500, mu^2 = 0.337500 e^2 a0^2
state 2: w = 0.500000 Eh = 13.6057 eV, f = 0.422500, mu^2 = 0.422500 e^2 a0^2
z^2 (Eh^2): 0.102000 +0.012800i
reduced matrix Q11 (Eh): 0.020000 -0.064000i
reduced matrix Q12 (Eh): 0.160000 +0.000000i
reduced matrix Q22 (Eh): 0.293333 -0.028444i
determinant of Q (Eh^2): -0.021554 -0.019342i
p1 (a.u.): -9.653091 +11.302015i;  q1 (a.u.): -16.575147 +17.117915i
p2 (a.u.): 9.185830 -5.273988i;  q2 (a.u.): 6.766546 -3.342133i
X1 (a.u.): real part -13.114119, imaginary part 14.209965
X2 (a.u.): real part 7.976188, imaginary part -4.308060
Y1 (a.u.): real part 3.461028, imaginary part -2.907950
Y2 (a.u.): real part 1.209642, imaginary part -0.965928
determinant of 8x8 real matrix (Eh^8): 6.793364e-06
alpha, coupled real system (a.u.): -5.060176 +8.665021i
alpha, damped time signal (a.u.): -5.060176 +8.665021i
|X|^2 = 456.082186 a.u., |Y|^2 = 22.831140 a.u.
gamma(|X|^2-|Y|^2) = 8.665021 a.u.
Im alpha terms, state 1 (a.u.): at +w 8.437500, at -w -0.017542
Im alpha terms, state 2 (a.u.): at +w 0.257622, at -w -0.012559
Im alpha, sum of the four terms (a.u.): 8.665021
widths 0.005 + 0.015 Eh, numerical convolution (a.u.): -5.060176 +8.665021i
stick 1 area 1.06022, pi mu^2 1.06029 (e^2 a0^2)
omega Im alpha = 2.772807, gamma Re alpha = -0.101204, Im(z alpha) = 2.671603 (e^2 a0^2)
cross-section, damped response: 0.254270 a0^2 = 0.071203 angstrom^2
cross-section, broadened strengths: 0.244989 a0^2 = 0.068604 angstrom^2
areas (Eh e^2 a0^2): omega Im alpha 0.981748, Im(z alpha) 0.981748, (pi/2) sum f 0.981748
omega (Eh) | Re alpha | Im alpha | omega Im alpha | Im(z alpha), a.u.
0.00 | 3.92734 | 0.00000 | 0.00000 | 0.07855
0.10 | 4.26944 | 0.15423 | 0.01542 | 0.10081
0.20 | 5.92429 | 0.69832 | 0.13966 | 0.25815
0.30 | 3.18125 | 17.05223 | 5.11567 | 5.17930
0.40 | 1.76827 | 1.43735 | 0.57494 | 0.61030
0.50 | -0.82685 | 21.27309 | 10.63655 | 10.62001
0.60 | -4.42374 | 0.87186 | 0.52311 | 0.43464
\end{verbatim}
